# How the Dudarev term restores piecewise linearity in an isolated shell: a numerical check

```python
# RESULT UNDER TEST
# For an isolated shell, the approximate energy
#   E_A[n] = Tr(h n) + (U/2) N (N-1),   N = Tr n,
# plus the Dudarev term E_D = (U/2) Tr[n(1-n)], minimized over occupation
# matrices n at fixed N, equals the exact ensemble energy of the interacting
# atom: linear between integers, with a slope jump U (plus level spacing).
# h: one-electron matrix, U: pair repulsion, Ua: U value put into E_D,
# J: exchange lowering of equal-spin pairs. All energies in eV.
import itertools
import numpy as np
from scipy.optimize import linprog

rng = np.random.default_rng(7)
levels = np.array([-14.0, -13.7, -13.3, -12.8])
U = 4.0
m = len(levels)


def random_unitary(size):
    a = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return np.linalg.qr(a)[0]


def random_hermitian(size):
    a = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return (a + a.conj().T) / 2


rotation = random_unitary(m)
h = rotation @ np.diag(levels) @ rotation.conj().T


# ---------- exact atom: Fock-space diagonalization and ensembles ----------
def annihilators(size):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for k in range(size):
        op = np.eye(1)
        for j in range(size):
            op = np.kron(op, sign if j < k else lower if j == k else np.eye(2))
        ops.append(op)
    return ops


c = annihilators(m)
number = [op.T @ op for op in c]
H = sum(h[i, j] * c[i].T @ c[j] for i in range(m) for j in range(m))
H = H + U * sum(number[i] @ number[j]
                for i, j in itertools.combinations(range(m), 2))
particle_count = np.rint(np.diag(sum(number))).astype(int)
state_E, state_N = [], []
for M in range(m + 1):
    sector = np.where(particle_count == M)[0]
    vals = np.linalg.eigvalsh(H[np.ix_(sector, sector)])
    state_E.extend(vals)
    state_N.extend([M] * len(vals))
state_E, state_N = np.array(state_E), np.array(state_N)
E_int = np.array([state_E[state_N == M].min() for M in range(m + 1)])


def exact_energy(N):
    """Lowest average energy of any mixture of eigenstates with mean N."""
    res = linprog(state_E, A_eq=np.vstack([np.ones(len(state_E)), state_N]),
                  b_eq=[1.0, N], bounds=(0, None), method="highs")
    assert res.success
    return res.fun


for M in range(m + 1):
    assert abs(E_int[M] - (levels[:M].sum() + U * M * (M - 1) / 2)) < 1e-9


# ---------- functionals of the occupation matrix ----------
def E_approx(n):
    N = np.trace(n).real
    return np.trace(h @ n).real + U / 2 * N * (N - 1)


def E_dudarev(n, Ua=U):
    return Ua / 2 * np.trace(n - n @ n).real


def E_total(n, Ua=U):
    return E_approx(n) + E_dudarev(n, Ua)


def minimize(N, Ua):
    """Self-consistent aufbau filling, from a random complex start."""
    v = random_unitary(m)
    n = (v * rng.uniform(size=m)) @ v.conj().T
    filling = np.clip(N - np.arange(m), 0, 1)
    for _ in range(1500):
        vec = np.linalg.eigh(h - Ua * n)[1]
        new = (vec * filling) @ vec.conj().T
        change = np.abs(new - n).max()
        n = new
        if change < 1e-12:
            break
    return n


# ---------- curvature in the occupation eigenvalues ----------
basis = random_unitary(m)
lam0 = np.array([0.3, 0.6, 0.45, 0.7])


def hessian(energy, step=0.05):
    def f(lam):
        return energy((basis * lam) @ basis.conj().T)
    out = np.zeros((m, m))
    unit = np.eye(m) * step
    for i in range(m):
        for j in range(m):
            out[i, j] = (f(lam0 + unit[i] + unit[j]) - f(lam0 + unit[i] - unit[j])
                         - f(lam0 - unit[i] + unit[j])
                         + f(lam0 - unit[i] - unit[j])) / (4 * step**2)
    return out


hess_A, hess_D, hess_T = map(hessian, (E_approx, E_dudarev, E_total))
assert np.allclose(hess_A, U * np.ones((m, m)), atol=1e-8)
assert np.allclose(hess_D, -U * np.eye(m), atol=1e-8)
assert np.allclose(hess_T, U * (1 - np.eye(m)), atol=1e-8)

# potential of the Dudarev term, for a general matrix variation
n_test = (basis * lam0) @ basis.conj().T
dn = random_hermitian(m)
s = 1e-3
numeric = (E_dudarev(n_test + s * dn) - E_dudarev(n_test - s * dn)) / (2 * s)
V = U * (np.eye(m) / 2 - n_test)
assert abs(numeric - np.trace(V @ dn).real) < 1e-8

# moving charge between two fractional eigenvectors at fixed N
transfer = (np.outer(basis[:, 0], basis[:, 0].conj())
            - np.outer(basis[:, 1], basis[:, 1].conj()))
s = 0.05
transfer_curv = (E_total(n_test + s * transfer) - 2 * E_total(n_test)
                 + E_total(n_test - s * transfer)) / s**2
assert abs(transfer_curv + 2 * U) < 1e-8

print("levels (eV):", " ".join(f"{e:.1f}" for e in levels))
print(f"U = {U:.1f} eV")
print("exact E(M), M=0..4 (eV):", " ".join(f"{e + 0.0:.2f}" for e in E_int))
print(f"diagonal curvature: E_A {hess_A[0, 0]:.3f}, E_D {hess_D[0, 0]:.3f} eV")
print(f"total: diagonal {abs(hess_T[0, 0]):.3f}, mixed {hess_T[0, 1]:.3f} eV")
print(f"curvature for charge transfer a<->b: {transfer_curv:.3f} eV")

# ---------- energy curve at fractional N ----------
print("N | exact | E_A | E_D | E_A+E_D (eV)")
for N in (0.5, 1.5, 2.25, 2.5, 3.5):
    M, x = int(N), N - int(N)
    exact = exact_energy(N)
    assert abs(exact - ((1 - x) * E_int[M] + x * E_int[M + 1])) < 1e-7
    plain = E_approx(minimize(N, 0.0))
    assert abs(plain - exact + U / 2 * x * (1 - x)) < 1e-7
    for _ in range(5):
        n = minimize(N, U)
        assert abs(E_total(n) - exact) < 1e-7
        lam = np.linalg.eigvalsh(n)
        assert np.sum((lam > 1e-8) & (lam < 1 - 1e-8)) == 1
    print(f"{N:.2f} | {exact:.3f} | {plain:.3f} | {E_dudarev(n):.3f} | "
          f"{E_total(n):.3f}")

# no admissible occupation matrix lies below the exact curve
for _ in range(3000):
    v = random_unitary(m)
    lam = rng.beta(0.3, 0.3, size=m)
    assert E_total((v * lam) @ v.conj().T) > np.interp(
        lam.sum(), np.arange(m + 1), E_int) - 1e-9


# ---------- slope jumps at integers ----------
def slope_jump(M, Ua, d=1e-5):
    e = [E_total(minimize(M + k * d, Ua), Ua) for k in (-1, 0, 1)]
    return (e[2] - 2 * e[1] + e[0]) / d


Ua = 3.0
print(f"slope jumps (eV), last column with U_a = {Ua:.1f} eV")
print("M | exact | E_A | E_A+E_D | with U_a")
for M in range(1, m):
    jump_exact = E_int[M + 1] - 2 * E_int[M] + E_int[M - 1]
    jump_A, jump_T, jump_a = (slope_jump(M, q) for q in (0.0, U, Ua))
    spacing = levels[M] - levels[M - 1]
    assert abs(jump_A - spacing) < 1e-4      # finite step leaves U*1e-5
    assert abs(jump_T - jump_exact) < 1e-4
    assert abs(jump_T - jump_A - U) < 1e-4
    assert abs(jump_a - jump_A - Ua) < 1e-4
    print(f"{M} | {jump_exact:.3f} | {jump_A:.3f} | {jump_T:.3f} | {jump_a:.3f}")

# ---------- one-electron eigenvalues equal the slopes ----------


def one_electron_levels(N):
    n = minimize(N, U)
    matrix = h + U * (N - 0.5) * np.eye(m) + U * (np.eye(m) / 2 - n)
    return np.linalg.eigvalsh(matrix)


eig2 = one_electron_levels(2.0)
slope_left, slope_right = E_int[2] - E_int[1], E_int[3] - E_int[2]
assert abs(eig2[1] - slope_left) < 1e-7
assert abs(eig2[2] - slope_right) < 1e-7
print(f"N=2: highest full {eig2[1]:.3f}, lowest empty {eig2[2]:.3f} eV")
print(f"N=2: gap {eig2[2] - eig2[1]:.3f} eV")
for N in (1.25, 1.5, 1.75):
    assert abs(one_electron_levels(N)[1] - slope_left) < 1e-7
print(f"N=1.5: fractional level {one_electron_levels(1.5)[1]:.3f} eV")

# ---------- limits of the statement ----------
residual = E_total(minimize(1.5, Ua), Ua) - exact_energy(1.5)
assert abs(residual + (U - Ua) / 8) < 1e-7
print(f"U_a = {Ua:.1f} eV: error left at N=1.5 is {residual:.3f} eV")
equal = np.eye(m) * 2 / m
print(f"E_D, 2 electrons spread equally: {E_dudarev(equal):.3f} eV")
assert E_dudarev(equal) > 1.0
assert abs(E_dudarev(minimize(2.0, U))) < 1e-9

# ---------- exchange: the effective parameter is U - J ----------
J, orbitals = 0.8, 3
spin = np.repeat([0, 1], orbitals)
E_pair = np.full(2 * orbitals + 1, np.inf)
for occ in itertools.product((0, 1), repeat=2 * orbitals):
    filled = [k for k, o in enumerate(occ) if o]
    e = sum(U - J if spin[a] == spin[b] else U
            for a, b in itertools.combinations(filled, 2))
    E_pair[len(filled)] = min(E_pair[len(filled)], e)


def spin_energies(N):
    """Approximate energy and Dudarev term, spin up filled first."""
    lam = np.clip(N - np.arange(2 * orbitals), 0, 1)
    by_spin = [lam[spin == q].sum() for q in (0, 1)]
    approx = U / 2 * N * (N - 1) - J / 2 * sum(q * (q - 1) for q in by_spin)
    return np.array([approx, (U - J) / 2 * np.sum(lam * (1 - lam))])


for N in np.linspace(0, 2 * orbitals, 61):
    target = np.interp(N, np.arange(2 * orbitals + 1), E_pair)
    assert abs(spin_energies(N).sum() - target) < 1e-9
print(f"exchange model: {orbitals} orbitals, J = {J:.1f} eV")
print("M | exact jump | from E_A | from E_D (eV)")
d = 1e-5
for M in range(1, 2 * orbitals):
    parts = (spin_energies(M + d) - 2 * spin_energies(M)
             + spin_energies(M - d)) / d
    jump = E_pair[M + 1] - 2 * E_pair[M] + E_pair[M - 1]
    half = M == orbitals
    assert abs(jump - (U + (orbitals - 1) * J if half else U - J)) < 1e-9
    assert abs(parts[0] - (orbitals * J if half else 0.0)) < 1e-4
    assert abs(parts[1] - (U - J)) < 1e-4
    print(f"{M} | {jump:.3f} | {abs(parts[0]):.3f} | {parts[1]:.3f}")

print("every check passed")
```

Printed output:

```
levels (eV): -14.0 -13.7 -13.3 -12.8
U = 4.0 eV
exact E(M), M=0..4 (eV): 0.00 -14.00 -23.70 -29.00 -29.80
diagonal curvature: E_A 4.000, E_D -4.000 eV
total: diagonal 0.000, mixed 4.000 eV
curvature for charge transfer a<->b: -8.000 eV
N | exact | E_A | E_D | E_A+E_D (eV)
0.50 | -7.000 | -7.500 | 0.500 | -7.000
1.50 | -18.850 | -19.350 | 0.500 | -18.850
2.25 | -25.025 | -25.400 | 0.375 | -25.025
2.50 | -26.350 | -26.850 | 0.500 | -26.350
3.50 | -29.400 | -29.900 | 0.500 | -29.400
slope jumps (eV), last column with U_a = 3.0 eV
M | exact | E_A | E_A+E_D | with U_a
1 | 4.300 | 0.300 | 4.300 | 3.300
2 | 4.400 | 0.400 | 4.400 | 3.400
3 | 4.500 | 0.500 | 4.500 | 3.500
N=2: highest full -9.700, lowest empty -5.300 eV
N=2: gap 4.400 eV
N=1.5: fractional level -9.700 eV
U_a = 3.0 eV: error left at N=1.5 is -0.125 eV
E_D, 2 electrons spread equally: 2.000 eV
exchange model: 3 orbitals, J = 0.8 eV
M | exact jump | from E_A | from E_D (eV)
1 | 3.200 | 0.000 | 3.200
2 | 3.200 | 0.000 | 3.200
3 | 5.600 | 2.400 | 3.200
4 | 3.200 | 0.000 | 3.200
5 | 3.200 | 0.000 | 3.200
every check passed
```
